# Is hafnia's exact Kohn–Sham eigenvalue gap its fundamental gap?: verification in Python

```python
# Result under test: fundamental gap = exact Kohn-Sham (KS) gap + Delta_xc,
# where Delta_xc is the uniform jump of the exact xc potential at integer N.
# Model: ring of L sites, A (even) and B (odd) alternating, N = L electrons.
#   T_HOP: hopping; D_SITE: site energy of B minus that of A;
#   U_REP: on-site repulsion; V_REP: nearest-neighbour repulsion (all in eV).
#   w: potential on B minus potential on A; nA, nB: electrons per site.
# The boundary sign is chosen so that each ring holds the band-edge orbital.
from functools import lru_cache
from itertools import combinations
import numpy as np
from scipy import sparse
from scipy.optimize import brentq, minimize_scalar
from scipy.sparse.linalg import eigsh

T_HOP, D_SITE, U_REP, V_REP = 1.0, 3.0, 3.0, 1.0


def ring_matrix(L, w, hop):
    h = np.diag(np.where(np.arange(L) % 2 == 0, -w / 2, w / 2))
    for i in range(L):
        j = (i + 1) % L
        sign = -1.0 if (j == 0 and L % 4 == 2) else 1.0
        h[i, j] = h[j, i] = -hop * sign
    return h


def independent_electrons(L, N, w, hop=T_HOP):
    """Levels, energy, nA, nB, bond order per spin; N may be fractional."""
    levels, orbitals = np.linalg.eigh(ring_matrix(L, w, hop))
    occupation = np.clip(N - 2 * np.arange(L), 0, 2)
    density = (orbitals**2) @ occupation
    bond = np.sum(orbitals[0] * orbitals[1] * occupation) / 2
    return (levels, levels @ occupation, density[::2].mean(),
            density[1::2].mean(), bond)


@lru_cache(maxsize=None)
def spin_sector(L, n):
    """Hopping matrix and occupations for n electrons of one spin."""
    masks = [sum(1 << i for i in c) for c in combinations(range(L), n)]
    index = {m: k for k, m in enumerate(masks)}
    h = ring_matrix(L, 0.0, T_HOP)
    rows, cols, vals = [], [], []
    for m in masks:
        for a in range(L):
            b = (a + 1) % L
            for i, j in ((a, b), (b, a)):
                if (m >> j) & 1 and not (m >> i) & 1:
                    lo, hi = min(i, j), max(i, j)
                    between = (m >> (lo + 1)) & ((1 << (hi - lo - 1)) - 1)
                    rows.append(index[m ^ (1 << i) ^ (1 << j)])
                    cols.append(index[m])
                    vals.append(h[i, j] * (-1) ** bin(between).count("1"))
    hopping = sparse.csr_matrix((vals, (rows, cols)), shape=(len(masks),) * 2)
    occ = np.array([[(m >> i) & 1 for i in range(L)] for m in masks], float)
    return hopping, occ


@lru_cache(maxsize=None)
def many_body_parts(L, N, U, V):
    """Hamiltonian without site energies, and the operator (N_B - N_A)/2."""
    hop_up, up = spin_sector(L, (N + 1) // 2)
    hop_dn, dn = spin_sector(L, N // 2)
    adjacent = np.zeros((L, L))
    for i in range(L):
        adjacent[i, (i + 1) % L] = adjacent[(i + 1) % L, i] = 1
    same_up = 0.5 * np.sum((up @ adjacent) * up, axis=1)
    same_dn = 0.5 * np.sum((dn @ adjacent) * dn, axis=1)
    repulsion = U * up @ dn.T + V * (same_up[:, None] + same_dn[None, :]
                                     + up @ adjacent @ dn.T)
    H = (sparse.kron(hop_up, sparse.identity(len(dn)))
         + sparse.kron(sparse.identity(len(up)), hop_dn)
         + sparse.diags(repulsion.ravel())).tocsr()
    stagger = np.where(np.arange(L) % 2 == 0, -0.5, 0.5)
    polar = ((up @ stagger)[:, None] + (dn @ stagger)[None, :]).ravel()
    if H.shape[0] <= 500:
        H = H.toarray()
    return H, polar, up, dn


def exact_ground(L, N, w=D_SITE, U=U_REP, V=V_REP):
    H, polar, up, dn = many_body_parts(L, N, U, V)
    if isinstance(H, np.ndarray):
        energies, states = np.linalg.eigh(H + np.diag(w * polar))
    else:
        start = np.random.default_rng(1).normal(size=H.shape[0])
        energies, states = eigsh(H + sparse.diags(w * polar), k=1,
                                 which="SA", v0=start)
    prob = (states[:, 0] ** 2).reshape(len(up), len(dn))
    density = up.T @ prob.sum(axis=1) + dn.T @ prob.sum(axis=0)
    return energies[0], density


def invert_density(L, nA):
    """w of the independent-electron ring (N = L) with density nA on A."""
    return brentq(lambda w: independent_electrons(L, L, w)[2] - nA,
                  -1.0, 60.0, xtol=1e-12)


def level_gap(levels):
    half = len(levels) // 2
    return levels[half] - levels[half - 1]


def gap_analysis(L, U=U_REP, V=V_REP):
    energy, density = {}, {}
    for N in (L - 1, L, L + 1):
        energy[N], density[N] = exact_ground(L, N, D_SITE, U, V)
        # equal sites must carry equal density, else w alone is not enough
        assert np.ptp(density[N][::2]) < 1e-5
        assert np.ptp(density[N][1::2]) < 1e-5
    fundamental = energy[L + 1] + energy[L - 1] - 2 * energy[L]
    w_ks = invert_density(L, density[L][::2].mean())
    ks_gap = level_gap(independent_electrons(L, L, w_ks)[0])
    return dict(E=energy, n=density, Eg=fundamental, w=w_ks, KS=ks_gap,
                D=fundamental - ks_gap)


rings = {L: gap_analysis(L) for L in (4, 6, 8, 10)}
for r in rings.values():
    assert r["Eg"] > 0 and abs(r["D"]) > 0.05
# A shift that died out as 1/L would fall by 20 percent from L=8 to L=10.
assert rings[10]["D"] / rings[8]["D"] > 0.9
control = gap_analysis(6, 0.0, 0.0)
assert abs(control["D"]) < 1e-7

# Jump of the Hartree-xc potential from the functionals themselves, L = 4.
LF = 4


def interacting_energy(N, w):
    low = int(np.floor(N))
    part = N - low
    return ((1 - part) * exact_ground(LF, low, w)[0]
            + part * exact_ground(LF, low + 1, w)[0])


def independent_energy(N, w):
    return independent_electrons(LF, N, w)[1]


def universal_functional(energy, nA, nB):
    """Legendre maximum over potentials; a constant potential drops out."""
    N = LF / 2 * (nA + nB)
    best = minimize_scalar(
        lambda w: LF / 4 * w * (nB - nA) - energy(N, w),
        bounds=(0.0, 12.0), method="bounded", options={"xatol": 1e-9})
    return -best.fun


def hxc_energy(nA, nB):
    return (universal_functional(interacting_energy, nA, nB)
            - universal_functional(independent_energy, nA, nB))


def hxc_potential(side, delta, step=2e-4):
    n = rings[LF]["n"]
    mix = (1 - delta) * n[LF] + delta * n[LF + side]
    nA, nB = mix[::2].mean(), mix[1::2].mean()
    dA = hxc_energy(nA + step, nB) - hxc_energy(nA - step, nB)
    dB = hxc_energy(nA, nB + step) - hxc_energy(nA, nB - step)
    return np.array([dA, dB]) / (2 * step) * 2 / LF


def potential_jump(delta):
    return hxc_potential(+1, delta) - hxc_potential(-1, delta)


jump = 2 * potential_jump(2e-3) - potential_jump(4e-3)  # limit delta -> 0
# tolerance covers the remaining second-order error in delta
assert np.allclose(jump, rings[LF]["D"], atol=5e-4)


# Smooth density functional: kinetic + mean-field repulsion of the density.
def mean_field_w(nA, nB):
    return D_SITE + (2 * V_REP - U_REP / 2) * (nA - nB)


def smooth_solution(L, N):
    def mismatch(w):
        _, _, nA, nB, _ = independent_electrons(L, N, w)
        return w - mean_field_w(nA, nB)
    w = brentq(mismatch, 0.0, 20.0, xtol=1e-12)
    levels, band, nA, nB, _ = independent_electrons(L, N, w)
    energy = (band + L / 4 * (D_SITE - w) * (nB - nA)
              + L * U_REP / 8 * (nA**2 + nB**2) + L * V_REP * nA * nB)
    return energy, level_gap(levels)


smooth = {}
for L in (10, 40, 160):
    e_mid, eig_gap = smooth_solution(L, L)
    total_gap = (smooth_solution(L, L + 1)[0] + smooth_solution(L, L - 1)[0]
                 - 2 * e_mid)
    smooth[L] = (total_gap, eig_gap, total_gap - eig_gap)
assert abs(smooth[160][2] / smooth[40][2] - 0.25) < 0.025

# Hartree-Fock: neighbour exchange enlarges the hopping.
LH, w_hf, hop_hf = 10, D_SITE, T_HOP
for _ in range(300):
    _, _, nA_hf, nB_hf, bond = independent_electrons(LH, LH, w_hf, hop_hf)
    w_hf, hop_hf = mean_field_w(nA_hf, nB_hf), T_HOP + V_REP * bond
levels_hf, _, nA_hf, nB_hf, bond = independent_electrons(LH, LH, w_hf, hop_hf)
assert abs(hop_hf - T_HOP - V_REP * bond) < 1e-9
gap_hf = level_gap(levels_hf)
gap_local = level_gap(
    independent_electrons(LH, LH, invert_density(LH, nA_hf))[0])
assert abs(gap_local - gap_hf * T_HOP / hop_hf) < 1e-7
assert gap_local < gap_hf

print(f"Hopping {T_HOP:.1f} eV, site-energy difference {D_SITE:.1f} eV")
print(f"On-site repulsion {U_REP:.1f} eV, neighbour repulsion {V_REP:.1f} eV")
print("Exact rings: L, fundamental gap, KS gap, Delta_xc (eV)")
for L, r in rings.items():
    print(f"  {L:3d}  {r['Eg']:.4f}  {r['KS']:.4f}  {r['D']:.4f}")
r = rings[10]
for N in (9, 10, 11):
    print(f"L=10: total energy with {N} electrons = {r['E'][N]:.4f} eV")
print(f"L=10: ionization energy I = {r['E'][9] - r['E'][10]:.4f} eV")
print(f"L=10: electron affinity A = {r['E'][10] - r['E'][11]:.4f} eV")
print(f"L=10: density on A = {r['n'][10][::2].mean():.4f} electrons per site")
print(f"L=10: density on B = {r['n'][10][1::2].mean():.4f} electrons per site")
print(f"L=10: KS potential difference B minus A = {r['w']:.4f} eV")
print(f"L=10: Delta_xc / fundamental gap = {100 * r['D'] / r['Eg']:.1f} %")
change = r["n"][11] - r["n"][10]
print(f"L=10: density change on adding one electron, A site = {change[0]:.4f}")
print(f"L=10: density change on adding one electron, B site = {change[1]:.4f}")
print(f"L=4: potential jump from functionals, A site = {jump[0]:.4f} eV")
print(f"L=4: potential jump from functionals, B site = {jump[1]:.4f} eV")
print(f"Noninteracting control, L=6: gap = {control['Eg']:.4f} eV")
print(f"Noninteracting control: |Delta_xc| = {abs(control['D']):.1e} eV")
print("Smooth functional: L, total-energy gap, eigenvalue gap, difference (eV)")
for L, (total_gap, eig_gap, diff) in smooth.items():
    print(f"  {L:3d}  {total_gap:.4f}  {eig_gap:.4f}  {diff:.4f}")
print(f"Hartree-Fock, L=10: enlarged hopping = {hop_hf:.4f} eV")
print(f"Hartree-Fock, L=10: eigenvalue gap = {gap_hf:.4f} eV")
print(f"Local potential with the same density: gap = {gap_local:.4f} eV")
print("PASS")
```

Running it gives:

```
Hopping 1.0 eV, site-energy difference 3.0 eV
On-site repulsion 3.0 eV, neighbour repulsion 1.0 eV
Exact rings: L, fundamental gap, KS gap, Delta_xc (eV)
    4  3.6383  3.0569  0.5813
    6  3.5407  2.9945  0.5462
    8  3.5142  2.9775  0.5368
   10  3.5072  2.9728  0.5344
L=10: total energy with 9 electrons = -7.0621 eV
L=10: total energy with 10 electrons = -5.3156 eV
L=10: total energy with 11 electrons = -0.0621 eV
L=10: ionization energy I = -1.7464 eV
L=10: electron affinity A = -5.2536 eV
L=10: density on A = 1.7600 electrons per site
L=10: density on B = 0.2400 electrons per site
L=10: KS potential difference B minus A = 2.9728 eV
L=10: Delta_xc / fundamental gap = 15.2 %
L=10: density change on adding one electron, A site = -0.0197
L=10: density change on adding one electron, B site = 0.2197
L=4: potential jump from functionals, A site = 0.5813 eV
L=4: potential jump from functionals, B site = 0.5813 eV
Noninteracting control, L=6: gap = 3.0000 eV
Noninteracting control: |Delta_xc| = 4.5e-14 eV
Smooth functional: L, total-energy gap, eigenvalue gap, difference (eV)
   10  4.1210  3.8243  0.2967
   40  3.8984  3.8243  0.0742
  160  3.8428  3.8243  0.0185
Hartree-Fock, L=10: enlarged hopping = 1.2187 eV
Hartree-Fock, L=10: eigenvalue gap = 3.7709 eV
Local potential with the same density: gap = 3.0942 eV
PASS
```
